# Why the Ferromagnetic Kerr Effect Needs Exchange and Spin-Orbit Coupling

Linearly polarized light reflected from a ferromagnet magnetized along its surface normal comes back slightly elliptical, with its axis turned, and the turn changes sign when the magnetization is reversed. In a d-shell magnet whose orbital moment is largely quenched the magnetization is mostly spin, but the electric field of the light acts on the orbital motion. Exchange splitting makes the two spin populations different without giving the orbits a sense of rotation. Spin-orbit coupling ties orbital rotation to spin, but without exchange the two spins contribute oppositely. A model with a d level and a p level shows how the two causes combine.

## What the reflection measures

Let the magnet fill \(z>0\), with magnetization along \(z\) and light at normal incidence. Fields vary as \(e^{-i\omega t}\). For a rotation axis of order three or higher along \(z\), \(\varepsilon_{yy}=\varepsilon_{xx}\) and \(\varepsilon_{yx}=-\varepsilon_{xy}\). Acting with this tensor on \((1,\pm i)\) returns the same vector multiplied by

\[
n_\pm^2=\varepsilon_{xx}\pm i\varepsilon_{xy}.
\]

Continuity of the tangential electric and magnetic fields gives \(1+\rho_\pm=t_\pm\) and \(1-\rho_\pm=n_\pm t_\pm\), where \(\rho_\pm\) and \(t_\pm\) are the reflected and transmitted amplitudes. Hence \(\rho_\pm=(1-n_\pm)/(1+n_\pm)\). Incident light along \(x\) is half the sum of \((1,i)\) and \((1,-i)\), so the reflected field has

\[
\Phi=\frac{E_y}{E_x}=i\,\frac{\rho_+-\rho_-}{\rho_++\rho_-}.
\]

With \(n=\sqrt{\varepsilon_{xx}}\), first order in \(\varepsilon_{xy}\) gives \(n_\pm=n\pm i\varepsilon_{xy}/2n\). Since \(d\rho/dn=-2/(1+n)^2\),

\[
\rho_+-\rho_-=-\frac{2i\varepsilon_{xy}}{n(1+n)^2},\qquad
\Phi=\frac{\varepsilon_{xy}}{\sqrt{\varepsilon_{xx}}\,(1-\varepsilon_{xx})}.
\]

Turning a slightly elliptical field \((1,i\eta)\) by a small angle \(\theta\) gives \((1,\theta+i\eta)\). Thus \(\mathrm{Re}\,\Phi\) is the rotation from \(x\) towards \(y\), and \(\mathrm{Im}\,\Phi\) is the ellipticity. Both require \(\varepsilon_{xy}\).

## Why one cause is not enough

Take independent electrons on sites of density \(N\), without free carriers or local-field corrections. The perturbation is \(V=e\,b\,E_b\), with \(b=x\) or \(y\). To first order, the equation of motion of the density matrix gives

\[
[z-(E_k-E_j)]\,\delta\rho_{kj}=V_{kj}(f_j-f_k),\qquad z=\hbar\omega+i\Gamma,
\]

where \(f\) is the Fermi occupation and \(\Gamma\) a phenomenological broadening. The induced dipole \(-e\sum_{jk}a_{jk}\delta\rho_{kj}\) then defines the polarizability

\[
\alpha_{ab}=e^2\sum_{jk}\frac{(f_j-f_k)\,a_{jk}b_{kj}}{E_k-E_j-z}.
\]

The current density is the time derivative of the polarization, so \(\sigma_{ab}=-i\omega N\alpha_{ab}\); also \(\varepsilon_{ab}=\delta_{ab}+N\alpha_{ab}/\varepsilon_0\).

Suppose an antiunitary operation \(T\) commutes with the Hamiltonian and with \(x\) and \(y\). It maps eigenstates to eigenstates of equal energy and occupation, and \(\langle Tj|a|Tk\rangle=\langle j|a|k\rangle^*=a_{kj}\). Evaluating the sum with the mapped states replaces \(a_{jk}b_{kj}\) by \(a_{kj}b_{jk}\), so \(\alpha_{ab}=\alpha_{ba}\). The antisymmetric response is then zero.

Without exchange, \(T\) is ordinary time reversal. It reverses both \(\mathbf L\) and \(\mathbf S\), and preserves \(\mathbf L\cdot\mathbf S\). Without spin-orbit coupling, \(T\) is complex conjugation in real orbitals and the basis of \(S_z\). It leaves a collinear exchange field along \(z\) unchanged, however strongly the spins are polarized. With both terms present, time reversal changes the exchange term and conjugation changes \(L_zS_z\), so neither argument applies.

These arguments assume a collinear magnet without an external magnetic field. Ordinary time reversal also maps the magnet onto the one with reversed magnetization, which makes \(\sigma_{xy}\) odd in the magnetization.

## The d level and the p level

Measure \(\mathbf L\) and \(\mathbf S\) in units of \(\hbar\). The d shell has

\[
H_d=\varepsilon_d-\Delta S_z+\xi\,\mathbf L\cdot\mathbf S,\qquad
\varepsilon_{\uparrow,\downarrow}=\varepsilon_d\mp\Delta/2,
\]

and the p level at \(E_p\) has neither splitting. Let \(R\) be the radial integral \(\langle p|r|d\rangle\) and \(r_\pm=(x\pm iy)/\sqrt2\), which change \(m\) by \(\pm1\).

The angular strengths follow from one integral. With \(|Y_{22}|=\sqrt{15/32\pi}\,\sin^2\theta\) and \(|Y_{11}|=\sqrt{3/8\pi}\,\sin\theta\), the element \(c_2=\langle1,1|r_-|2,2\rangle/R\) has magnitude

\[
\frac{2\pi}{\sqrt2}\,\frac{\sqrt{45}}{16\pi}\int_0^\pi\sin^5\theta\,d\theta=\sqrt{\frac25},
\]

because the integral is \(16/15\). Since \(L_-\) commutes with \(r_-\), the elements \(c_m=\langle1,m-1|r_-|2,m\rangle/R\) obey

\[
\sqrt{2-(m-1)(m-2)}\;c_m=\sqrt{6-m(m-1)}\;c_{m-1}.
\]

For \(m=2,1,0,-1,-2\), the strengths \(w_-(m)=|c_m|^2\) are therefore \(2/5,\,1/5,\,1/15,\,0,\,0\). Reflection \(y\to-y\) gives \(w_+(m)=w_-(-m)\), so

\[
w_+(m)-w_-(m)=-m/5.
\]

Now let \(P\) project onto the p level, and let \(|j\rangle\) be an eigenstate of \(H_d\) with energy \(\varepsilon_j\). The two orderings of the pair (d, p) in the response sum have denominators \(E_p-\varepsilon_j-z\) and \(E_p-\varepsilon_j+z\), and opposite signs in the antisymmetric part. Their combination defines

\[
G(\varepsilon)=[f(\varepsilon)-f(E_p)]\frac{2z}{(E_p-\varepsilon)^2-z^2},
\]

\[
\alpha_{xy}=\frac{e^2}{2}\sum_j G(\varepsilon_j)\langle j|xPy-yPx|j\rangle.
\]

Inserting \(x=(r_++r_-)/\sqrt2\) and \(y=(r_+-r_-)/(i\sqrt2)\) gives \(xPy-yPx=-i(r_-Pr_+-r_+Pr_-)\). Within the d shell the bracket is diagonal in \(m\), with elements \(R^2(w_+-w_-)=-mR^2/5\). Therefore, in this model,

\[
\alpha_{xy}=\frac{ie^2R^2}{10}\,\mathrm{Tr}[L_zG(H_d)].
\]

The response weighs the orbital rotation of each level by \(G\), which depends on its energy and occupation.

## The linear term

For a small perturbation \(V\) of \(H_0\), the first-order change of \(H^q\) between eigenstates \(a,b\) of \(H_0\) is

\[
V_{ab}\sum_{k=0}^{q-1}\varepsilon_a^k\varepsilon_b^{q-1-k}
=V_{ab}\frac{\varepsilon_a^q-\varepsilon_b^q}{\varepsilon_a-\varepsilon_b}.
\]

A polynomial can match \(G\) and its derivative at the finitely many levels, so the same rule holds for \(G\), with \(G'\) replacing the quotient at equal energies.

Here \(V=\xi[L_zS_z+\tfrac12(L_+S_-+L_-S_+)]\). The trace with \(L_z\) keeps the spin-diagonal part, \(\xi L_zS_z\). With \(\sum_m m^2=10\) and \(S_z=\pm\tfrac12\),

\[
\mathrm{Tr}[L_zG(H_d)]=5\xi[G'(\varepsilon_\uparrow)-G'(\varepsilon_\downarrow)]+O(\xi^2).
\]

Multiplication by \(-i\omega N\cdot ie^2R^2/10\) gives

\[
\sigma_{xy}=\frac{Ne^2R^2\omega\,\xi}{2}
[G'(\varepsilon_\uparrow)-G'(\varepsilon_\downarrow)]+O(\xi^2).
\]

The factor \(\xi\) comes from spin-orbit coupling; the difference in brackets comes from exchange. If \(\Delta\) is also small on the energy scale over which \(G\) varies, the bracket becomes \(-\Delta G''(\varepsilon_d)\), and the leading response is proportional to \(\xi\Delta\).

The spectra show the same mechanism. For filled spin-up states, \(L_zS_z\) lowers the transition energy by \(\xi m/2\). The mean \(m\) weighted by \(w_-\) is \((4/5+1/5)/(2/3)=3/2\); for \(w_+\) it is \(-3/2\). The \(r_+\) spectrum thus moves up by \(3\xi/4\) and the \(r_-\) spectrum down by \(3\xi/4\). Spin-down states do the reverse, so equal populations at equal energies cancel.

## The next term and the orbital moment

Spin flips couple \(|m,\uparrow\rangle\) to \(|m+1,\downarrow\rangle\) with strength \(v_m\), where \(v_m^2=(\xi^2/4)[6-m(m+1)]\). To second order the two energies shift by \(\mp v_m^2/\Delta\), and the mean \(L_z\) of the two states by \(\pm v_m^2/\Delta^2\). The change in the trace is

\[
\sum_m v_m^2\left[\frac{-mG'_\uparrow+(m+1)G'_\downarrow}{\Delta}
+\frac{G_\uparrow-G_\downarrow}{\Delta^2}\right].
\]

For \(m=-2,\dots,1\) the square brackets in \(v_m^2\) are 4, 6, 6, 4. Hence \(\sum v_m^2=5\xi^2\), \(\sum mv_m^2=-5\xi^2/2\), and the change is

\[
\frac{5\xi^2}{2}\left[\frac{G'_\uparrow+G'_\downarrow}{\Delta}
+\frac{2(G_\uparrow-G_\downarrow)}{\Delta^2}\right].
\]

The second-order term from \(L_zS_z\) alone contains \(\sum m^3=0\).

Replacing \(G\) by \(f\) turns the trace into the ground-state orbital moment. For a filled majority shell and an empty minority shell, with \(f'=0\) at both levels, the linear term vanishes and \(\langle L_z\rangle=5\xi^2/\Delta^2\) to leading order. The Kerr response is linear in \(\xi\) even here, because light distinguishes the shifted levels by energy, while the moment adds them with equal weight.

## Numbers for a half-filled shell

Take round parameters: \(\Delta=2\) eV, \(\xi=0.05\) eV, d levels at \(\mp1\) eV, \(E_p=2\) eV, chemical potential zero and \(kT=0.025\) eV. The light has \(\hbar\omega=2\) eV, with \(\Gamma=0.3\) eV, \(R=0.5\) Å and \(N=0.05\) Å\(^{-3}\). The minority term is negligible. For the majority level \(E_p-\varepsilon_\uparrow=3\) eV, so in eV\(^{-2}\)

\[
G'(\varepsilon_\uparrow)=\frac{4(2+0.3i)\,3}{[9-(2+0.3i)^2]^2}=0.726+0.510i.
\]

With \(e^2/\hbar=2.434\times10^{-4}\) S and \(NR^2=1.25\times10^8\) m\(^{-1}\),

\[
\sigma_{xy}\approx(2.434\times10^{-4})(1.25\times10^8)(2)(0.025)\,G'
=1105+776i\ \text{S/m}.
\]

Diagonalizing all 16 spin-orbitals gives \(1131+791i\) S/m. With either cause switched off, the result is zero to rounding error. The error of the linear law, relative to its own value, is:

| \(\xi\) (eV) | error (%) |
|---|---|
| 0.025 | 1.15 |
| 0.05 | 2.26 |
| 0.1 | 4.43 |
| 0.2 | 8.69 |

At \(\xi=0.05\) eV the second-order term, \(27+15i\) S/m, accounts for nearly all of the difference. The centroids of the two circular spectra are 0.076 eV apart, against \(3\xi/2=0.075\) eV, while \(\langle L_z\rangle\) is only 0.003.

The full calculation gives \(\varepsilon_{xx}=2.68+0.40i\) and \(\varepsilon_{xy}=-0.029+0.042i\). The reflection formula then yields

\[
\Phi\approx\frac{-0.0294+0.0420i}{(1.643+0.121i)(-1.684-0.398i)}
\approx0.0054-0.0172i.
\]

This is a rotation of 0.31° (5.4 mrad) and an ellipticity of −0.98°. Halving \(\xi\) gives a rotation of 0.15°; reversing the magnetization gives −0.31°.

The light here is 1 eV below resonance, so the rotation is nearly proportional to the broadening: 0.11° for \(\Gamma=0.1\) eV and 0.40° for \(\Gamma=0.4\) eV. It also depends on how the broadening is inserted. Taking \(\sigma_{ab}=-i(z/\hbar)N\alpha_{ab}\) gives 0.26°. Damped-oscillator denominators \((E_k-E_j)^2-(\hbar\omega)^2-2i\Gamma\hbar\omega\), with \(\hbar\omega\) in place of \(z\) in the numerator of \(G\), give 0.16°. The ellipticity stays close to −1° in all these cases. The form used here also leaves a small \(\varepsilon_{xy}\) as \(\omega\to0\), so it is not meant for \(\hbar\omega\lesssim\Gamma\).

## Crystal fields and the limits of linearity

A cubic field puts \(xy,xz,yz\) at energy \(t_s\) and \(x^2-y^2,z^2\) at \(e_s\), for spin \(s=\pm\tfrac12\). In these real orbitals \(L_z\) has no diagonal elements, but it connects \(xz\) to \(yz\) with magnitude 1 and \(xy\) to \(x^2-y^2\) with magnitude 2. Counting both orders of each pair, the first-order rule gives

\[
\frac{d}{d\xi}\mathrm{Tr}[L_zG]\bigg|_{\xi=0}
=\sum_s s\left[2G'(t_s)+8\frac{G(e_s)-G(t_s)}{e_s-t_s}\right].
\]

Orbital quenching therefore changes the size of the linear response without removing it. The cubic field leaves \(xz\) and \(yz\) degenerate; if a lower symmetry splits them as well, their \(G'\) becomes a difference quotient too. With \(xy,xz,yz,x^2-y^2,z^2\) shifted by \(-0.4,-0.2,0,0.3,0.5\) eV the slope is 0.97 of its value without the field, in magnitude, while very large splittings make the quotients small. With \(t_s\) kept at \(\mp1\) eV and \(e_s\) raised 0.5 eV above it, the slope in the example is 1.65 times its value without the field, in magnitude. This choice moves the majority \(e\) level towards resonance with the light, so the factor belongs to this example.

Linearity does require \(G\) to vary smoothly over the spin-orbit shifts. Away from the chemical potential, its scale is set by the larger of detuning and linewidth. At resonance, \(\hbar\omega=3\) eV, the linear law is off by 1.5% of its own value for \(\Gamma=0.3\) eV, but by 81% for \(\Gamma=0.02\) eV. The first figure is lowered by a partial cancellation. Near resonance \(G\approx1/(E_p-\varepsilon-z)\), so \(G'''/G'\approx-6/\Gamma^2\). With \(\sum m^4=34\), the third-order term from \(L_zS_z\), \((34/48)\xi^3G'''\), is \(-0.85\,\xi^2/\Gamma^2\approx-2.4\%\) of the linear term, while the spin-flip term is about \(\xi/2\Delta\approx+1.3\%\). These two leave a little over \(-1\%\) in phase with the linear term; smaller pieces out of phase with it, about 0.9% in all, bring the magnitude of the error to 1.5%.

A sharp degenerate level at the chemical potential adds the condition \(\xi\ll kT\). Place the chemical potential at the minority level. Once \(\xi\gg kT\), its states with \(m>0\) are filled and those with \(m<0\) empty, so \(\sum mf\approx1+2=3\), nearly independent of \(\xi\) as long as \(\xi\ll\Delta\). For \(kT=0.002\) eV, doubling \(\xi\) from 0.0001 eV doubles the response, whereas doubling it from 0.03 eV changes the magnitude by less than 1%. Spin-orbit coupling is still needed there, but its strength no longer sets the leading size of the signal. Smaller terms linear in \(\xi\) remain, from the majority shell and from the shifts of the filled minority states; here they are largely out of phase with the saturated term, so the magnitude changes less than the complex response does. The numerical check covers both regimes. The saturation belongs to sharp levels. If the d levels are spread over a width \(W\) around the chemical potential, as a crude stand-in for a band, the average occupation varies on the scale \(W\) instead of \(kT\). For a uniform spread of 0.2 eV the same doubling from 0.03 eV multiplies the response by 1.98, so \(\xi>kT\) alone does not end linearity once the levels are broader than the spin-orbit shifts.

## Table of computed values

```
exchange splitting: 2 eV
spin-orbit strength: 0.05 eV
majority d level: -1 eV
minority d level: 1 eV
p level: 2 eV
chemical potential: 0 eV
kT: 0.025 eV
photon energy: 2 eV
broadening gamma: 0.3 eV
radial integral: 0.5 angstrom
site density: 0.05 per cubic angstrom
G'(majority): 0.7264 +0.5098i eV^-2
|G'(minority)|: 2.216e-16 eV^-2
sigma_xx: 1.071e+04 -4.531e+04i S/m
|sigma_xy| with causes switched on or off, S/m:
 delta=0 eV, xi=0 eV: 2.880e-13
 delta=2 eV, xi=0 eV: 0.000e+00
 delta=0 eV, xi=0.05 eV: 2.545e-12
 delta=2 eV, xi=0.05 eV: 1.380e+03
xi (eV), sigma_xy full, sigma_xy linear (S/m), error (%):
 0.0125: 278.0+194.8j, 276.3+193.9j, 0.58
 0.025: 559.2+391.6j, 552.5+387.8j, 1.15
 0.05: 1131.3+791.0j, 1105.0+775.5j, 2.26
 0.1: 2311.0+1615.1j, 2210.1+1551.1j, 4.43
 0.2: 4793.2+3386.8j, 4420.1+3102.1j, 8.69
second-order sigma_xy: 27.47 +15.16i S/m
circular centroid splitting, full: 0.07588 eV
circular centroid splitting, linear: 0.075 eV
ground-state <L_z>/hbar: 0.003124
5 xi^2/delta^2: 0.003125
cubic splitting: 0.5 eV
slope ratio |cubic/no cubic|: 1.653
resonance error, gamma 0.3 eV: 1.486 %
resonance error, gamma 0.02 eV: 81.29 %
partly filled minority level, kT = 0.002 eV:
 response ratio, xi 0.0001 to 0.0002 eV: 1.999
 response ratio, xi 0.03 to 0.06 eV: 0.9926
epsilon_xx: 2.684 +0.398i
epsilon_xy: -0.0294 +0.04205i
Kerr E_y/E_x, matrix Fresnel: 0.005402 -0.01717i rad
Kerr E_y/E_x, first order: 0.005397 -0.01717i rad
Kerr rotation: 0.3095 degree
Kerr ellipticity: -0.9839 degree
Kerr rotation, M reversed: -0.3095 degree
Kerr rotation, xi halved: 0.1536 degree
random potentials: largest with one cause: 2.642e-16 e^2 angstrom^2/eV
random potentials: smallest with both: 0.01004 e^2 angstrom^2/eV
```
